# The Bragg-Williams free energy as an upper bound for cluster expansions

## A mean-field free energy that is too low

The usual mean-field recipe for an alloy replaces every occupation variable in the energy by its average and adds the entropy of independent sites. Used as a bare recipe, it gives no sign for its error and no rule for choosing between several solutions. It can also go wrong in a way that is easy to miss.

Take a bcc alloy with occupations $\sigma_i=\pm1$ and a second-neighbour pair energy $J_2=0.02$ eV, with three such pairs per site. Put it in a periodic cell of one cube, which holds two sites. The second neighbour of a site is then its own periodic image, so each pair term is $J_2\sigma_i^2=J_2$, a constant. At thermal energy 0.10 eV the free energy per site is

$$3(0.02)-0.10\ln2=-0.0093\ \text{eV}.$$

The recipe at zero average replaces $\sigma_i^2$ by $0^2$ and returns $-0.10\ln 2=-0.0693$ eV. This is 0.06 eV per site below the true value, and a search for the lowest free energy would reward the mistake.

A variational derivation shows which form of the recipe is safe. It gives an upper bound for every classical cluster expansion, under two conditions: each cluster contains distinct sites, and the free energy includes all compositions.

Below, $\theta=k_BT$ is the thermal energy and $\beta=1/\theta$. The algebra holds in atomic units, with $\theta$ and all cluster energies in hartree. Numbers are in eV.

## Two sites

Let $H=J\sigma_1\sigma_2$ with $J>0$, so that unlike neighbours are favoured. Two of the four configurations have energy $J$ and two have $-J$:

$$Z=2e^{-\beta J}+2e^{\beta J}=4\cosh\beta J,$$
$$F=-\theta\ln Z=-2\theta\ln2-\theta\ln\cosh\beta J.$$

Now treat the sites as independent, with averages $m_1$ and $m_2$. A site with average $m$ has probabilities $(1\pm m)/2$ and dimensionless entropy

$$S(m)=-\frac{1+m}{2}\ln\frac{1+m}{2}-\frac{1-m}{2}\ln\frac{1-m}{2}.$$

The candidate free energy is $F_{BW}=Jm_1m_2-\theta[S(m_1)+S(m_2)]$. At $m_1=m_2=0$ it equals $-2\theta\ln2$, so

$$F_{BW}-F=\theta\ln\cosh\beta J\ge0.$$

For $\beta J\ll1$ the excess is $J^2/(2\theta)$, because $\ln\cosh x\approx x^2/2$. It measures the neglected correlation between the sites.

At low temperature a better choice is $m_1=-m_2=m$. As $m\to1$, $F_{BW}\to-J$. The true free energy is

$$F=-\theta\ln\left[2e^{\beta J}(1+e^{-2\beta J})\right]\to-J-\theta\ln2.$$

The excess is now $\theta\ln2$: the true system occupies both $(+,-)$ and $(-,+)$, while the trial state has settled on one.

The bound concerns the free energy and not the averages. Since $dS/dm=-\operatorname{artanh}m=-m-m^3/3-\dots$, integration gives

$$S(m)=\ln2-\frac{m^2}{2}-\frac{m^4}{12}-\dots,$$

and therefore $F_{BW}=-2\theta\ln2+(\theta-J)m^2+\dots$. For $\theta<J$ the minimum lies at $m\neq0$. The true averages are zero at every temperature, because flipping both spins leaves $H$ unchanged. The trial state lowers its free energy by breaking a symmetry that two sites cannot break.

## The inequality for any energy function

Let $s$ denote a configuration of a finite system and $H(s)$ any real energy. The Boltzmann distribution is

$$P(s)=e^{-\beta[H(s)-F]},\qquad F=-\theta\ln\sum_s e^{-\beta H(s)}.$$

Let $P_0$ be any other normalized distribution, with averages written $\langle\cdot\rangle_0$. Define the relative entropy

$$D=\sum_s P_0\ln\frac{P_0}{P},$$

where terms with $P_0=0$ contribute zero. From $\ln x\le x-1$ with $x=P/P_0$,

$$D=-\sum_{P_0>0}P_0\ln\frac{P}{P_0}\ge-\sum_{P_0>0}(P-P_0)=1-\sum_{P_0>0}P\ge0.$$

The first inequality is an equality only if $P=P_0$ wherever $P_0>0$, and the second only if $P$ has no weight elsewhere. Hence $D=0$ only for $P_0=P$.

Next insert $\ln P=-\beta(H-F)$:

$$D=\langle\ln P_0\rangle_0+\beta\langle H\rangle_0-\beta F.$$

Multiplication by $\theta$ and rearrangement give

$$\langle H\rangle_0+\theta\langle\ln P_0\rangle_0=F+\theta D\ \ge F.\tag{1}$$

The left side is the energy minus temperature times entropy of the trial distribution. Its error is known as an identity: it is $\theta D$.

If the trial distribution is the Boltzmann distribution of a reference energy $H_0$ with free energy $F_0$, then $\theta\ln P_0=F_0-H_0$. Equation (1) becomes the Gibbs-Bogoliubov inequality,

$$F\le F_0+\langle H-H_0\rangle_0.\tag{2}$$

As a limit, $H_0=H$ gives $F\le F$, as it should.

## Independent sites and arbitrary clusters

Let site $i$ carry species $s_i$, one of $K$ possibilities. A cluster expansion is

$$H(s)=\sum_\alpha J_\alpha\prod_{i\in\alpha}\phi_{\alpha_i}(s_i),$$

where $\alpha$ specifies a set of distinct sites and a real function $\phi_{\alpha_i}$ on each. The coefficients may have any sign, range or order, and may differ from site to site. The empty cluster is a constant. A chemical-potential term is a sum of point clusters.

Choose the trial distribution $P_0(s)=\prod_i p_i(s_i)$ with $\sum_s p_i(s)=1$. In the average of one cluster term, the sum over each site outside $\alpha$ gives 1. The sums inside separate because each site occurs once:

$$\Big\langle\prod_{i\in\alpha}\phi_{\alpha_i}\Big\rangle_0=\prod_{i\in\alpha}\sum_s p_i(s)\phi_{\alpha_i}(s)=\prod_{i\in\alpha}\langle\phi_{\alpha_i}\rangle_i.$$

The logarithm of the product is a sum, so the entropy term separates too:

$$\langle\ln P_0\rangle_0=\sum_i\langle\ln p_i\rangle_0=\sum_i\sum_s p_i(s)\ln p_i(s).$$

Equation (1) then reads

$$F\le F_{BW}[p]=\sum_\alpha J_\alpha\prod_{i\in\alpha}\langle\phi_{\alpha_i}\rangle_i+\theta\sum_{i,s}p_i(s)\ln p_i(s).\tag{3}$$

This is the Bragg-Williams free energy, and the proof is complete. Nothing was assumed about the size of the interactions, and the $p_i$ need not be optimal.

Equality requires $P=P_0$, so that $H=F-\theta\sum_i\ln p_i(s_i)$. The energy must then be a constant plus one-site terms. Any genuine interaction leaves a positive excess at finite temperature.

The opening example broke the condition of distinct sites. The average of $\sigma_i^2$ is 1, not $m_i^2$. In small periodic cells, repeated factors must be reduced with $\sigma_i^2=1$ before averaging. The reduced functional gives $-0.0093$ eV for that example, equal to the true value because only a constant remains.

For binary sites, (3) becomes

$$F_{BW}(m)=E(m)-\theta\sum_iS(m_i),\qquad E(m)=\sum_\alpha J_\alpha\prod_{i\in\alpha}m_i.\tag{4}$$

The same result follows from (2) with $H_0=-\sum_ib_i\sigma_i$. Each site has $p_i(\sigma)=e^{\beta b_i\sigma}/(2\cosh\beta b_i)$, so

$$m_i=\tanh\beta b_i,\qquad F_0=-\theta\sum_i\ln(2\cosh\beta b_i).$$

The site entropy is $-\langle\ln p_i\rangle_0=\ln(2\cosh\beta b_i)-\beta b_im_i$. Therefore

$$F_0-\langle H_0\rangle_0=-\theta\sum_i\left[\ln(2\cosh\beta b_i)-\beta b_im_i\right]=-\theta\sum_iS(m_i),$$

and adding $\langle H\rangle_0=E(m)$ recovers (4). Every $|m_i|<1$ is reached by $b_i=\theta\operatorname{artanh}m_i$, so the reference fields restrict nothing.

The numerical check compares (3) with direct summation for 200 random binary and 200 random ternary Hamiltonians containing every possible cluster on 7 and 5 sites. It tests both the inequality and the identity for the excess.

## The best independent-site state

Using $dS/dm=-\operatorname{artanh}m$, the derivative of (4) is

$$\frac{\partial F_{BW}}{\partial m_i}=\frac{\partial E}{\partial m_i}+\theta\operatorname{artanh}m_i.$$

Setting it to zero gives the mean-field equations

$$m_i=\tanh\left(-\beta\frac{\partial E}{\partial m_i}\right),\qquad\frac{\partial E}{\partial m_i}=\sum_{\alpha\ni i}J_\alpha\prod_{j\in\alpha,\,j\ne i}m_j.\tag{5}$$

The field on a site is thus produced by the averages of its cluster partners. The minimum satisfies (5), since $\operatorname{artanh}m_i$ diverges at $m_i=\pm1$ with the sign that pushes the minimum inward.

Equation (5) can have several solutions, local minima and saddle points among them. None is a maximum of (4): $E$ is linear in each $m_i$, so $\partial^2F_{BW}/\partial m_i^2=\theta/(1-m_i^2)>0$. Each gives an upper bound, because (3) holds for any $p$. The lowest is the closest to $F$, which settles the choice between solutions. Forcing all sites of a sublattice to share one average narrows the search and may raise the result, but the result stays a bound.

As a limit, keep only point clusters, $H=\sum_ih_i\sigma_i$. Then $\partial E/\partial m_i=h_i$ and $m_i=-\tanh\beta h_i$, the true average of a free spin, and the excess vanishes.

## A bcc alloy with pairs, triangles and tetrahedra

The bcc lattice consists of two simple cubic sublattices A and B. The energy per site follows from counting.

- A site has 8 first neighbours, all on the other sublattice. This makes 4 pairs per site, each contributing $m_Am_B$.
- It has 6 second neighbours on its own sublattice. This makes 3 pairs per site, half with $m_A^2$ and half with $m_B^2$.
- Each second-neighbour pair has 4 common first neighbours, and each of these completes a triangle. Of the 12 triangles per site, half give $m_A^2m_B$ and half $m_Am_B^2$.
- Those 4 common neighbours form a square whose 4 edges are second-neighbour pairs. An A pair and such an edge make a tetrahedron. There are $3/2$ A pairs per lattice site, hence 6 tetrahedra, each giving $m_A^2m_B^2$.

With cluster energies $J_1,\dots,J_4$ in this order, the functional per site is

$$f=4J_1m_Am_B+\tfrac32J_2(m_A^2+m_B^2)+6J_3m_Am_B(m_A+m_B)$$
$$\qquad+6J_4m_A^2m_B^2-\tfrac{\theta}{2}[S(m_A)+S(m_B)].\tag{6}$$

There is no chemical-potential term here, so the composition is free to adjust.

**Stability of disorder.** Write $m_A=x+\eta$ and $m_B=x-\eta$, where $x$ is the mean occupation and $\eta$ the order parameter. Then $m_Am_B=x^2-\eta^2$ and $m_A^2+m_B^2=2(x^2+\eta^2)$. To second order,

$$f=-\theta\ln2+\left(4J_1+3J_2+\tfrac{\theta}{2}\right)x^2+\left(-4J_1+3J_2+\tfrac{\theta}{2}\right)\eta^2.$$

The coefficient of $\eta^2$ changes sign at

$$\theta_0=8J_1-6J_2.$$

The parameters are the round values $J_1=0.010$, $J_2=-0.005$, $J_3=0.002$ and $J_4=-0.0005$ eV. They give $\theta_0=0.080+0.030=0.110$ eV, or 1276 K. This is where the mean-field disordered state loses stability. It is not the true transition temperature of the model, and the bound on $F$ does not turn it into one.

**Comparison with enumeration.** A periodic cell of 16 sites has $2^{16}$ configurations, few enough to sum completely. All clusters in it have distinct sites. The values below are in eV per site; "disordered" means $m_A=m_B=0$.

| $\theta$ | $F/N$ | disordered | minimum of $f$ | excess |
|---|---|---|---|---|
| 0.03 | −0.0593 | −0.0208 | −0.0580 | 0.0013 |
| 0.06 | −0.0621 | −0.0416 | −0.0594 | 0.0027 |
| 0.09 | −0.0714 | −0.0624 | −0.0661 | 0.0053 |
| 0.12 | −0.0879 | −0.0832 | −0.0832 | 0.0048 |
| 0.20 | −0.1407 | −0.1386 | −0.1386 | 0.0020 |

The excess is that of the minimum over $F/N$, rounded after subtraction. Both mean-field columns lie above $F/N$ in every row, including the disordered solution below $\theta_0$, where it is unstable. The enumerated value is complete for this cell and is not the free energy of an infinite crystal.

At $\theta=0.09$ eV the minimum has $m_A=0.8105$ and $m_B=-0.7102$. The product is $m_Am_B=-0.5756$, the sum is $0.1003$, and the sum of squares is $1.1613$. The energy terms in (6) are, in eV,

$$4(0.010)(-0.5756)=-0.02302,$$
$$1.5(-0.005)(1.1613)=-0.00871,$$
$$6(0.002)(-0.5756)(0.1003)=-0.00069,$$
$$6(-0.0005)(0.5756)^2=-0.00099.$$

They add to $-0.0334$ eV. The mean site entropy is 0.3636, which contributes $-0.09(0.3636)=-0.0327$ eV. The total is $-0.0661$ eV. The excess over enumeration is 0.0053 eV, and a separate evaluation of $\theta D/N$ gives the same number.

The averages do not cancel: $m_A+m_B>0$. The triangles cause this. Their energy is $6J_3(x^2-\eta^2)(2x)$, the only part of (6) that is odd in $x$ at fixed $\eta$. Hence

$$f(x,\eta)-f(-x,\eta)=24J_3\,x(x^2-\eta^2),$$

which is negative for $J_3>0$ and $0<x<|\eta|$. Order therefore favours a positive mean occupation.

## How tight the bound is at the two ends

**High temperature.** Suppose there are no constant or point terms, and merge all terms on the same set of sites. Let an overbar denote the average over all $2^N$ configurations with equal weight. Then $\overline H=0$. In $\overline{H^2}$, the product of two different clusters leaves at least one unpaired $\sigma_i$ and averages to zero, so $\overline{H^2}=\sum_\alpha J_\alpha^2$. Expanding,

$$F=-N\theta\ln2-\theta\ln\overline{e^{-\beta H}}=-N\theta\ln2-\frac{\beta}{2}\sum_\alpha J_\alpha^2+O(\beta^2).$$

The disordered trial state has $F_{BW}=-N\theta\ln2$, so its excess to leading order is $(\beta/2)\sum_\alpha J_\alpha^2$. For two sites this is $J^2/(2\theta)$, as found above.

In the 16-site cell the second neighbours in the $+$ and $-$ directions coincide. The 3 pairs per site with $J_2$ merge into $3/2$ pairs with $2J_2$, contributing $6J_2^2$. Per site,

$$4J_1^2+6J_2^2+12J_3^2+6J_4^2=5.995\times10^{-4}\ \text{eV}^2.$$

At $\theta=5$ eV, division by $2\theta$ gives $5.995\times10^{-5}$ eV. Enumeration gives $6.04\times10^{-5}$ eV, larger by 0.8%.

**Low temperature.** Suppose a finite cell has two ground states of energy $E_0$ that differ on every site. Then $F\to E_0-\theta\ln2$. A product distribution with finite weight on both would also give finite weight to mixtures of them, which cost energy. As $\theta\to0$ the best product therefore concentrates on one ground state. Its entropy tends to zero, and the excess approaches $\theta\ln2$, or $\theta\ln2/N$ per site. At $\theta=0.03$ eV and $N=16$ this is 0.0013 eV, the excess in the table. This contribution per site disappears as the cell grows.

## Fixed composition

So far $F$ has included all compositions. Phase diagrams are often drawn from free energies at fixed composition, and there the bound can fail in a finite cell. Take two sites with $H=0$ and one atom of each kind. Two configurations are allowed, so the free energy is $-\theta\ln2$. The independent-site value at $m_1=m_2=0$ is $-2\theta\ln2$, which is lower. The product distribution gives weight to $(+,+)$ and $(-,-)$, which the constraint forbids.

To repair the statement, let $M=\sum_i\sigma_i$, and let $F_c(M)$ be the free energy at fixed $M$. Add a field $\mu$:

$$\Omega(\mu)=-\theta\ln\sum_se^{-\beta(H-\mu M)}.$$

The field is a point-cluster term, so (3) applies: $\Omega(\mu)\le F_{BW}[m]-\mu\sum_im_i$. For trial averages with $\sum_im_i=M$, moving the field term to the left and taking the largest value over $\mu$ gives

$$F_L(M)\equiv\sup_\mu[\Omega(\mu)+\mu M]\le F_{BW}[m].\tag{7}$$

It remains to relate $F_L$ to $F_c$. Grouping configurations by composition,

$$\Omega(\mu)=-\theta\ln\sum_{M'}e^{-\beta[F_c(M')-\mu M']}.$$

The sum has $N+1$ positive terms. It is at least its largest term and at most $N+1$ times that term. With $a(\mu)=\min_{M'}[F_c(M')-\mu M']$,

$$a(\mu)-\theta\ln(N+1)\le\Omega(\mu)\le a(\mu).$$

The line $a(\mu)+\mu M$ is the highest line of slope $\mu$ that stays below $F_c$. The supremum over slopes is the lower convex envelope, written $\operatorname{conv}F_c$. Combining this with (7),

$$\operatorname{conv}F_c(M)\le F_{BW}[m]+\theta\ln(N+1),\qquad\sum_im_i=M.\tag{8}$$

Per site the correction is $\theta\ln(N+1)/N$, which vanishes for large $N$. With finite-range interactions, a large crystal can divide into two regions of different composition at a cost proportional to their boundary. The limiting free energy per site is then convex in composition and equals its own envelope. In that limit Bragg-Williams is an upper bound at fixed composition as well.

For the bcc cell at $M=0$ and $\theta=0.20$ eV, the values per site are $F_c/N=-0.1220$ eV, $F_{BW}/N=-0.1386$ eV and $F_L/N=-0.1406$ eV. The naive fixed-composition bound fails by 0.017 eV, while (7) holds. The allowance in (8) is 0.035 eV per site, more than enough to cover the failure.

## What the bound does not control

The inequality refers to the free energy of the given $H$. If a truncated or poorly fitted expansion misrepresents an alloy, the result bounds the free energy of the model and not that of the alloy.

Differences are not bounded either. If two Hamiltonians, or one at two temperatures, have excesses $\theta_1D_1$ and $\theta_2D_2$, the error in the difference of their free energies is $\theta_1D_1-\theta_2D_2$, which can have either sign. Heats of transformation, phase boundaries and order parameters are built from differences or derivatives, so their mean-field errors need a separate estimate.

## Numbers as computed

```
Random all-cluster tests per alloy type: 200
smallest excess, binary: 0.6360 eV
smallest excess, ternary: 1.2208 eV
Model bcc alloy, sites in cell: 16
pair1: J = 0.0100 eV, 4 per site
pair2: J = -0.0050 eV, 3 per site
triangle: J = 0.0020 eV, 12 per site
tetrahedron: J = -0.0005 eV, 6 per site
disordered state unstable below kT = 0.1100 eV
  the same as a temperature: 1276 K
Energies per site in eV; dis = disordered, BW = minimum
   kT      mA      mB     F exact    F dis      F BW     excess
  0.03  0.9999 -0.9971  -0.059322  -0.020794  -0.058023  0.001300
  0.06  0.9788 -0.9223  -0.062116  -0.041589  -0.059422  0.002693
  0.09  0.8105 -0.7102  -0.071419  -0.062383  -0.066143  0.005276
  0.12  0.0000  0.0000  -0.087943  -0.083178  -0.083178  0.004765
  0.20  0.0000  0.0000  -0.140651  -0.138629  -0.138629  0.002021
Details at kT = 0.09 eV, per site:
  energy -0.033419 eV, entropy/kB 0.363603
  F BW -0.066143 eV, kT*D/N 0.005276 eV
kT ln2/N at kT = 0.03 eV: 0.001300 eV
High temperature, kT = 5.0 eV, per site:
  excess 6.0447e-05 eV, sum J^2/(2kT) 5.9950e-05 eV
Fixed composition M = 0, kT = 0.20 eV, per site:
  F canonical -0.122031 eV
  F Legendre -0.140647 eV
  F BW -0.138629 eV
  kT ln(N+1)/N 0.035415 eV
Repeated sites, 2-site cell, kT = 0.10 eV, per site:
  only J pair2 = 0.02 eV, trial m = 0
  F exact -0.009315 eV
  unreduced F BW -0.069315 eV
  reduced F BW -0.009315 eV
```
